# A conservative marker-and-segment copper front at a concave corner

A copper surface with a right-angled concave corner carries 32.00 accelerator molecules per nm of depth, spread evenly along two walls of 80 nm each. After 30 s of plating, the solution derived below puts 21.06 of them on a new flat facet, 32.8 nm long and tilted by 45°. The facet lies 58.05 nm from the old corner. Had each wall simply advanced at its own speed, the corner would have moved 41.66 nm and stayed sharp. Why does a facet appear, and what must a numerical front do to find it?

## The model

The front is a curve in the plane, uniform in depth. Coverage \(\theta\) is the accelerator density divided by its saturated value \(\Gamma\). The surface grows along its normal, which points into the electrolyte, at

\[
v(\theta)=v_-+k\theta ,\qquad k>0 .
\]

Accelerator stays on the surface: it is neither adsorbed from the bath, nor lost, nor buried. The electrolyte is uniform, and \(\theta<1\).

Each copper ion takes two electrons, so a current density \(j\) gives \(v=j\Omega/2\) in atomic units, where the elementary charge is 1 and \(\Omega\) is the volume per copper atom. In laboratory units, with the lattice constant rounded to 0.361 nm and four atoms per cubic cell, 1 mA/cm² gives 0.3670 nm/s; the room-temperature value 0.3615 nm gives 0.3685 nm/s and would raise every speed and distance grown below by 0.4%. I take 1.5 mA/cm² without accelerator and 25 mA/cm² at saturation, both rough typical values, so that \(v_-=0.5506\) and \(k=8.6256\) nm/s. With \(\Gamma=4\) molecules/nm² and initial coverage \(\theta_0=0.05\), the walls grow at \(a=v(\theta_0)=0.9818\) nm/s.

## Four segments by hand

Take two segments of 1 nm on each wall. Each carries \(4\times0.05\times1=0.2\) molecules per nm of depth. Hold the speeds equal for the moment and let both walls advance by 0.5 nm. The corner marker must stay on both walls, so it moves 0.5 nm in each direction, and each segment touching the corner shrinks to 0.5 nm. Its amount is still 0.2, so its coverage has doubled to 0.10. This is how a concave corner concentrates accelerator.

Another 0.5 nm would reduce these segments to nothing, so one must be merged first. Put the origin at the present corner and name four successive markers, in nm:

\[
A=(0,1.5),\quad B=(0,0.5),\quad C=(0,0),\quad D=(0.5,0).
\]

We remove \(BC\) by replacing \(B\) and \(C\) with one marker \(P\), and we ask that the copper area stay the same. Write \(\mathbf u\times\mathbf w=u_xw_y-u_yw_x\) and let \(\mathbf g=D-A=(0.5,-1.5)\). Twice the area between the chain and the chord \(AD\) is

\[
S=(B-A)\times(C-A)+(C-A)\times\mathbf g=0+0.75=0.75 .
\]

Start from the midpoint \(M=(0,0.25)\) of \(BC\) and shift it perpendicular to the chord, \(P=M+\lambda\mathbf g_\perp\), with \(\mathbf g_\perp=(-g_y,g_x)=(1.5,0.5)\). The triangle \(APD\) has twice the area \((P-A)\times\mathbf g\). Since \(\mathbf g_\perp\times\mathbf g=-g_y^2-g_x^2=-|\mathbf g|^2\), equal areas require

\[
(M-A)\times\mathbf g-\lambda|\mathbf g|^2=S
\;\Rightarrow\;
\lambda=\frac{(M-A)\times\mathbf g-S}{|\mathbf g|^2}
=\frac{0.625-0.75}{2.5}=-0.05 .
\]

Hence \(P=(-0.075,0.225)\). Half of the vanished segment's 0.2 goes to each neighbour, so \(AP\) and \(PD\) carry 0.3 each. The sum is 0.6, as before.

Suppose instead that the neighbours kept their coverages, 0.05 and 0.10. Their new lengths are 1.277 and 0.617 nm, so they would hold \(4(0.05\times1.277+0.10\times0.617)=0.502\). A single merger would have destroyed 16% of the accelerator on these three segments. Amount must therefore be the stored quantity, and coverage is computed from it.

## The marker velocity in general

Let segment \(i\) have length \(L_i\), unit tangent \(\mathbf t_i\), normal \(\mathbf n_i\), amount \(m_i\) and coverage \(\theta_i=m_i/(\Gamma L_i)\). The chain runs down the vertical wall and then along the horizontal one, and the turning angle \(\varphi\) at a marker is positive where the front is concave. A marker between segments 1 and 2 moves with

\[
\mathbf w=\bar v\,\frac{\mathbf n_1+\mathbf n_2}{1+\mathbf n_1\cdot\mathbf n_2},
\qquad
\bar v=\frac{L_1v_1+L_2v_2}{L_1+L_2}.
\]

Since \(\mathbf n_1\cdot(\mathbf n_1+\mathbf n_2)=1+\mathbf n_1\cdot\mathbf n_2\), we have \(\mathbf w\cdot\mathbf n_1=\bar v\), and likewise \(\mathbf w\cdot\mathbf n_2=\bar v\). The rule fails only when the front folds back on itself and the denominator vanishes.

The normal velocity varies linearly along a segment, so the segment sweeps area at the rate \(L_i\) times the mean of its two end values of \(\bar v\). Collecting terms by marker, each inner marker contributes \(\bar v(L_1+L_2)/2=(L_1v_1+L_2v_2)/2\). The two end markers move with their own segment and contribute \(Lv/2\). Every segment thus receives two halves:

\[
\frac{dA}{dt}=\sum_i v_iL_i .
\]

This holds at any instant for any chain that does not fold back. A test on an irregular chain with unequal speeds reproduced it to a relative error of \(2\times10^{-14}\).

For the lengths, use \(\mathbf n_2=\cos\varphi\,\mathbf n_1-\sin\varphi\,\mathbf t_1\). The marker at the end of segment 1 then has tangential velocity \(\mathbf w\cdot\mathbf t_1=-\bar v\sin\varphi/(1+\cos\varphi)=-\bar v\tan(\varphi/2)\). At a right angle \(\tan45^\circ=1\), and the segment shortens at rate \(\bar v\), as in the hand example.

## Waves on the front

Now let the speed respond to coverage. Label surface points that move along the normal by \(q\), and write \(\mathbf x_q=\ell\,\mathbf t\), where \(\ell\,dq\) is an element of length and \(\psi\) is the angle of the tangent. Differentiating \(\mathbf x_t=v\mathbf n\) with respect to \(q\), with \(\mathbf t_t=\psi_t\mathbf n\) and \(\mathbf n_q=-\psi_q\mathbf t\), gives

\[
\ell_t\,\mathbf t+\ell\psi_t\,\mathbf n=v_q\,\mathbf n-v\psi_q\,\mathbf t .
\]

The amount on an element is fixed, so \(\theta\ell\) is constant and \(\theta_t/\theta=-\ell_t/\ell\). With arc length \(ds=\ell\,dq\), the two components become

\[
\theta_t=v\theta\,\psi_s,\qquad \psi_t=k\,\theta_s .
\]

A small disturbance depending on \(s-ct\) obeys \(-c\theta'=v\theta\psi'\) and \(-c\psi'=k\theta'\). Multiplying the two equations gives

\[
c^2=k\,v\,\theta .
\]

Coverage and slope therefore travel together as waves, in both directions. For \(k<0\) the speed would be imaginary and small ripples would grow, at a rate inversely proportional to their wavelength. The model would then set no limit on how fast the shortest ripples grow, which is one reason for requiring \(k>0\).

The waves also show what the scheme still lacks. On equal segments, a coverage that alternates from one to the next disappears from the average \(\bar v\), so the front does not respond to it. Two terms damp such patterns. With \(c\) the larger wave speed of the two adjoining segments,

\[
\bar v\to\bar v+\tfrac12c\varphi,\qquad
\text{flow from }i\text{ to }i+1=\tfrac12\Gamma c(\theta_i-\theta_{i+1}).
\]

What one segment loses the next one gains, so accelerator is conserved. The first term adds copper at the rate \(\sum c\varphi(L_1+L_2)/4\). The turning angles of a monotonic corner add up to 90°, so this error shrinks in proportion to segment length.

## The algorithm

1. Compute \(L_i\), \(\theta_i\), \(v_i\) and \(c_i\) from markers and amounts.
2. Choose a time step of one quarter of \(L_{\min}/(v_{\max}+c_{\max})\), where \(L_{\min}\) is half the initial segment length.
3. Exchange accelerator between neighbours and move all markers.
4. While an inner segment is shorter than \(L_{\min}\), merge the shortest: place \(P\) by the area formula and give half the amount to each neighbour.

Conservation of \(\sum m_i\) follows from steps 3 and 4, whatever the front does. It is necessary, but it cannot show that the accelerator is in the right place. For that we need a solution found without the scheme.

## The facet at a right-angled corner

The corner has no length scale of its own, so we look for a solution whose shape only grows: wall, flat facet, wall. Let the facet have coverage \(\theta_c\) and speed \(b=v(\theta_c)\), and let the front turn by \(\beta\) from wall to facet. The kink moves with some velocity \(\mathbf N\) and must stay on both lines:

\[
\mathbf N\cdot\mathbf n_w=a,\qquad \mathbf N\cdot\mathbf n_f=b .
\]

Insert \(\mathbf n_f=\cos\beta\,\mathbf n_w-\sin\beta\,\mathbf t_w\) into the second condition, and \(\mathbf n_w=\cos\beta\,\mathbf n_f+\sin\beta\,\mathbf t_f\) into the first:

\[
-\mathbf N\cdot\mathbf t_w=\frac{b-a\cos\beta}{\sin\beta},\qquad
-\mathbf N\cdot\mathbf t_f=\frac{b\cos\beta-a}{\sin\beta}.
\]

The first is the rate at which wall is consumed, the second the rate at which facet is laid down. Adsorbed molecules move only along the normals, so what leaves the wall arrives on the facet:

\[
\theta_0(b-a\cos\beta)=\theta_c(b\cos\beta-a).
\]

As a check, let \(\beta\to0\) and put \(\theta_c=\theta_0+\delta\), so that \(b-a=k\delta\). With \(\cos\beta\approx1-\beta^2/2\), the leading terms are \(\theta_0(k\delta+a\beta^2/2)=(\theta_0+\delta)(k\delta-a\beta^2/2)\), or \(k\delta^2=\theta_0a\beta^2\). The kink speed \(k\delta/\beta\) tends to \(\sqrt{k\theta_0a}\), the wave speed found above. At \(\beta=0.001\) the full condition gives 0.6516 nm/s, against 0.6507 nm/s for the wave.

At our corner symmetry requires \(\beta=45^\circ\). Multiplying the balance by \(\sqrt2\) gives

\[
\theta_0(\sqrt2\,b-a)=\theta_c(b-\sqrt2\,a),
\]

and inserting \(b=v_-+k\theta_c\) and collecting powers gives

\[
k\theta_c^2+(v_--\sqrt2a-\sqrt2k\theta_0)\theta_c+\theta_0(a-\sqrt2v_-)=0 .
\]

At the coverage where \(b=\sqrt2a\), the left side equals \(-\theta_0(2a-a)=-\theta_0a<0\). The parabola opens upward, so one root lies on each side of that coverage. Only the larger has \(b>\sqrt2a\), and hence a facet of positive length. In numbers,

\[
\theta_c=\frac{1.4479+\sqrt{1.4479^2-4(8.6256)(0.01016)}}{2(8.6256)}=0.1605 .
\]

The facet moves at \(b=1.9352\) nm/s. Each wall is consumed at \(\sqrt2b-a=1.7549\) nm/s, which makes 52.65 nm in 30 s. The amount swept up is \(2\times4\times0.05\times52.65=21.06\) per nm of depth. The facet length is \(2(b-\sqrt2a)t=2\times0.5466\times30=32.80\) nm, and its distance from the old corner is \(bt\approx58.05\) nm. These are the opening figures.

The kinks hold together because waves run into them from both sides. On the wall they outrun the waves ahead, 1.7549 against 0.6507 nm/s. On the facet they recede at 0.5466 nm/s, and waves at 1.6369 nm/s catch them.

## Two limits and a ceiling

Let \(k\to0\) with \(a\) held fixed. The facet must still satisfy \(b>\sqrt2a\), so \(\theta_c\) grows without limit while the facet length goes to zero. The corner stays sharp, and an amount \(2\Gamma\theta_0at\) collects at a point. It is the feedback that opens the facet.

Let \(\theta_0\to0\) instead. The last term of the quadratic vanishes, \(a\to v_-\), and \(\theta_c\to(\sqrt2-1)v_-/k=0.026\). The facet's coverage stays finite while its length shrinks to zero: a trace of accelerator gives a tiny facet, not a dilute one.

The solution needs \(\theta_c<1\), which means \(v_+-\sqrt2a>\theta_0(\sqrt2v_+-a)\) with \(v_+=v(1)\). Here the two sides are 7.79 and 0.60 nm/s. When the condition fails, the model needs a further rule for the excess accelerator.

## What the markers find

The marker front knows nothing of the facet formula. With initial segments of 0.80, 0.40 and 0.20 nm, it gives a coverage of 0.1605 in the middle of the facet each time. The facet lies 0.28, 0.14 and 0.07 nm too far out. The mean distance between computed and derived fronts is 0.111, 0.055 and 0.027 nm. Both errors halve with the segment length, as expected of a first-order scheme. The copper area exceeds the accumulated \(\sum v_iL_i\) by 0.4, 0.2 and 0.1%; the damping term adds this copper, and the finite time step takes a small part of it back.

The amount on the facet, counted over segments within 22.5° of its direction, is 21.035, 21.086 and 21.110, against 21.059 from the formula. It agrees within 0.3%, but the deviation does not shrink over these meshes. This count therefore supports the formula at the 0.3% level but does not demonstrate convergence.

The total amount drifts by \(2\times10^{-16}\) of itself through 264 mergers on the finest mesh. When mergers hand on coverage instead, with 0.40 nm segments, 3.9% of all accelerator disappears. The numerical output lists the full set of values.

## Beside a real trench

The example resembles the lower corner of a copper interconnect trench that was dosed with accelerator and then plated in a bath without it. If the bath does contain accelerator, adsorption during plating breaks an assumption of the model. To see the sensitivity, double the wall coverage to 0.10 from the start, all else held fixed. Then \(a=1.413\) nm/s, and the quadratic \(8.626\theta_c^2-2.668\theta_c+0.0634=0\) gives \(\theta_c=0.283\) and \(b=2.99\) nm/s, about 55% faster than before. A narrow trench also ends the isolated-corner solution early: at the original coverage of 0.05 and on a floor 80 nm wide, the kinks from the two corners meet after \(40/1.7549=23\) s.

Other omissions can be sized with rough inputs:

- **Copper ions.** For 0.25 mol/L, a diffusivity of \(5\times10^{-10}\) m²/s and a 50 µm boundary layer, the concentration falls by 5.5% of its bulk value across the layer at the wall's current density of 2.68 mA/cm², and by 0.02% across 80 nm at the facet's 5.27 mA/cm².
- **Capillarity.** A surface energy of 1.5 J/m² and a radius of 10 nm shift the potential by 5.5 mV. If the exchange current is held fixed and the whole shift enters a Tafel law with transfer coefficient one half at 298 K, the local speed changes by 11%; the effect is absent on flat parts and larger in kinks only a few nanometres wide. This is an upper estimate. If the step from Cu²⁺ to Cu⁺ limits the rate at fixed electrode potential, the shift enters only the dissolution term, and at this radius the change is below 1% for overpotentials beyond 50 mV.
- **Accelerator loss.** An assumed rate of 0.001 per second removes 3% in 30 s.
- **Surface diffusion.** A diffusivity near 36 nm²/s would be enough to spread accelerator over a distance of the whole facet length in 30 s. The kinks are more sensitive: their width grows in proportion to the diffusivity, about 2 nm (10% to 90% of the coverage step) at 1 nm²/s and about 10 nm at 5 nm²/s, so much of the flat facet is lost well below 36 nm²/s, which is only the estimate length squared over time.
- **Counting noise.** Over 100 nm of depth the facet holds about 2100 molecules, with random fluctuations of about 2% if they are placed independently.

## Table of computed values

```
Input: current density bare / saturated = 1.5 / 25.0 mA/cm2
Input: lattice constant = 0.361 nm; wall = 80.0 nm
Input: time = 30.0 s; saturated density = 4.0 per nm2
Input: initial coverage = 0.05
Volume per copper atom = 0.01176 nm3
Growth speed per mA/cm2 = 0.3670 nm/s
Speed bare / saturated = 0.5506 / 9.1762 nm/s
Speed gain k = 8.6256 nm/s
Wall speed a = 0.9818 nm/s
Quadratic: 8.6256 x^2 + (-1.4479) x + (0.01016) = 0, nm/s
Roots: facet coverage = 0.1605; rejected = 0.0073
Facet speed b = 1.9352 nm/s; sqrt(2)*a = 1.3885 nm/s
Speed at rejected root = 0.6139 nm/s
Kink speed along wall = 1.7549 nm/s
Wave speed on wall = 0.6507 nm/s
Kink speed along facet = 0.5466 nm/s
Wave speed on facet = 1.6369 nm/s
Kink speed at angle 0.001 rad = 0.6516 nm/s
Wall length swept, each side = 52.65 nm
Formula: facet length = 32.80 nm
Formula: facet distance from old corner = 58.05 nm
Sharp corner without feedback would be at = 41.66 nm
Formula: amount on facet = 21.059 per nm depth
Formula: copper area = 4114.2 nm2
Relative error of area-rate identity = 2.4e-14
Mesh 100 per wall, segment 0.80 nm, mergers 66:
  coverage 0.1605; distance 58.34 nm; facet amount 21.035 per nm
  mean shape error 0.1114 nm; copper area 4123.9 nm2
  copper excess 0.400 %; accelerator drift -2.2e-16 (relative)
Mesh 200 per wall, segment 0.40 nm, mergers 132:
  coverage 0.1605; distance 58.20 nm; facet amount 21.086 per nm
  mean shape error 0.0546 nm; copper area 4119.0 nm2
  copper excess 0.200 %; accelerator drift -2.2e-16 (relative)
Mesh 400 per wall, segment 0.20 nm, mergers 264:
  coverage 0.1605; distance 58.13 nm; facet amount 21.110 per nm
  mean shape error 0.0270 nm; copper area 4116.5 nm2
  copper excess 0.100 %; accelerator drift -2.2e-16 (relative)
Coverage shift, last mesh doubling = -0.00000
Total accelerator at start = 32.000 per nm depth
Total accelerator at end = 32.000 per nm depth
Handed on by mergers, summed = 14.189 per nm depth
Highest coverage met, finest mesh = 0.1682
Faulty merger (coverage kept), mesh 200: drift = -3.858 %
Current density wall / facet = 2.68 / 5.27 mA/cm2
Cu ion drop over 50 um layer = 5.5 %
Cu ion drop over 80 nm = 0.017 %
Capillary shift at radius 10 nm = 5.51 mV
Speed change from it at 298 K = 11.3 %
Accelerator lost at assumed 0.001 per s = 3.0 %
Surface diffusivity that blurs facet = 35.9 nm2/s
Number noise on facet, 100 nm depth = 2.2 %
```
